# The Mass-Anisotropy Hall Factor of n-Type 4H Silicon Carbide: verification in Python

```python
# Result under test: weak-field Hall factor of three equivalent ellipsoidal
# valleys turned by 120 degrees, magnetic field along their common c axis,
# constant isotropic relaxation time tau:
#     r0 = 4 m1 m2 / (m1 + m2)^2,   R_H = -r0 / (n e)
# m1, m2: in-plane principal masses (units of the free-electron mass),
# n: total free-electron density, e: elementary charge.
# Reduced units in the transport functions: e = m0 = kT = n = 1.
import numpy as np
from scipy import constants as const

EPS = np.array([[0.0, 1.0], [-1.0, 0.0]])   # v x B = B * EPS @ v in the plane
THREE = np.deg2rad([0.0, 120.0, 240.0])


def rotated(diagonal, angle):
    c, s = np.cos(angle), np.sin(angle)
    rot = np.array([[c, -s], [s, c]])
    return rot @ np.diag(diagonal) @ rot.T


def orbit_conductivity(masses, angles, field, power=0.0, eta=-30.0):
    """Boltzmann conductivity from past velocities along cyclotron orbits.
    tau = x**power, x = energy/kT; eta = Fermi level/kT above the band edge."""
    masses = np.asarray(masses, float)
    node, weight = np.polynomial.legendre.leggauss(80)
    s, ws = 3.5 * (node + 1), 3.5 * weight           # x = s^2
    x = s**2
    occupation = 1 / (np.exp(x - eta) + 1)
    states = 2 * s**2 * ws                           # sqrt(x) dx
    kernel = states * occupation * (1 - occupation)
    kernel = kernel / np.sum(states * occupation)
    tau = x**power
    age, w_age = np.polynomial.laguerre.laggauss(40)
    cos_t, w_t = np.polynomial.legendre.leggauss(4)
    phi = 2 * np.pi * np.arange(8) / 8
    sin_t = np.sqrt(1 - cos_t**2)
    direction = np.stack([np.outer(sin_t, np.cos(phi)).ravel(),
                          np.outer(sin_t, np.sin(phi)).ravel()], axis=1)
    w_dir = np.repeat(w_t / 16, 8)
    total = np.zeros((2, 2))
    for angle in angles:
        inverse_mass = rotated(1 / masses, angle)
        velocity = direction @ rotated(masses**-0.5, angle)
        rate, vec = np.linalg.eig(-field * inverse_mass @ EPS)
        phase = np.exp(-(tau[:, None] * age)[:, :, None] * rate)
        summed = np.einsum('t,etk->ek', w_age, phase) * tau[:, None]
        path = np.einsum('ik,ek,kj->eij', vec, summed,
                         np.linalg.inv(vec)).real
        pair = np.einsum('q,qi,qk->ik', w_dir, velocity, velocity)
        total += np.einsum('e,ik,ejk->ij', kernel * 2 * x, pair, path)
    return total / len(angles)


def balance_conductivity(masses, taus, angles, field, charge=1.0, density=1.0):
    """Numerical steady state of friction, electric and magnetic forces."""
    friction = np.asarray(masses, float) / np.asarray(taus, float)
    parts = [np.linalg.inv(rotated(friction, a) + charge * field * EPS)
             for a in angles]
    return density * charge**2 * np.mean(parts, axis=0)


def hall_factor(sigma, field):
    rho = np.linalg.inv(sigma)
    return -(rho[1, 0] - rho[0, 1]) / (2 * field)


def mass_factor(ratio):
    return 4 * ratio / (1 + ratio)**2


m1, m2, mc = 0.58, 0.31, 0.33
masses = (m1, m2)
r0 = 4 * m1 * m2 / (m1 + m2)**2
weak = 1e-5

# Main result, and its origin in the sum over valleys
sigma_weak = orbit_conductivity(masses, THREE, weak)
r_orbit = hall_factor(sigma_weak, weak)
assert abs(r_orbit - r0) < 1e-6
inverse_mass_mean = (1 / m1 + 1 / m2) / 2
assert abs(sigma_weak[0, 0] - inverse_mass_mean) < 1e-8
assert abs(sigma_weak[0, 1] / weak + 1 / (m1 * m2)) < 1e-6
r_single = hall_factor(orbit_conductivity(masses, [0.4], weak), weak)
assert abs(r_single - 1) < 1e-6

# Degenerate electrons give the same factor when tau is constant
r_degenerate = hall_factor(
    orbit_conductivity(masses, THREE, weak, eta=5.0), weak)
assert abs(r_degenerate - r0) < 1e-6


# Finite field, u = cyclotron frequency times tau
def field_factor(u):
    return r0 * (1 + u**2) / (1 + r0 * u**2)


for u_test in (0.3, 1.0):
    b_test = u_test * np.sqrt(m1 * m2)
    r_test = hall_factor(orbit_conductivity(masses, THREE, b_test), b_test)
    assert abs(r_test - field_factor(u_test)) < 1e-7
b_strong = 100 * np.sqrt(m1 * m2)
r_strong = hall_factor(
    balance_conductivity(masses, (1, 1), THREE, b_strong), b_strong)
assert abs(r_strong - field_factor(100.0)) < 1e-9
assert abs(r_strong - 1) < 1e-4

# Energy-dependent relaxation time multiplies the mass factor
acoustic, impurity = 3 * np.pi / 8, 315 * np.pi / 512
r_acoustic = hall_factor(
    orbit_conductivity(masses, THREE, weak, power=-0.5), weak)
r_impurity = hall_factor(
    orbit_conductivity(masses, THREE, weak, power=1.5), weak)
assert abs(r_acoustic - r0 * acoustic) < 1e-5
assert abs(r_impurity - r0 * impurity) < 1e-5

# Relaxation time that differs along the two in-plane axes
r_aniso = []
for tau_ratio in (0.8, 1.2):                         # tau1/tau2
    value = hall_factor(balance_conductivity(
        masses, (tau_ratio, 1.0), THREE, weak), weak)
    assert abs(value - mass_factor(m1 / m2 / tau_ratio)) < 1e-7
    r_aniso.append(value)

# Worked example in SI units
e, m0, kB, h = const.e, const.m_e, const.k, const.h
density, thickness, tau = 1e22, 10e-6, 0.2e-12
field, current, temperature = 0.5, 100e-6, 300.0
drift = e * tau * inverse_mass_mean / m0
u = e * field * tau / (m0 * np.sqrt(m1 * m2))
r_field = field_factor(u)
v_hall = r_field * current * field / (density * e * thickness)
sigma_si = balance_conductivity(np.array(masses) * m0, (tau, tau), THREE,
                                field, e, density)
rho_si = np.linalg.inv(sigma_si)
v_solved = -rho_si[1, 0] * current / thickness
assert abs(v_solved / v_hall - 1) < 1e-9
n_apparent = current * field / (e * v_solved * thickness)
hall_mobility = -rho_si[1, 0] / (field * rho_si[0, 0])
sigma_zero = density * e * drift
v_unit = current * field / (density * e * thickness)

# Sizes of neglected effects
m_dos = (m1 * m2 * mc)**(1 / 3)
n_c = 6 * (2 * np.pi * m_dos * m0 * kB * temperature / h**2)**1.5
landau = const.hbar * u / tau
upper, upper_c, offset = (0.78, 0.16), 0.71, 0.12    # rough; offset in eV
dos_ratio = np.sqrt(upper[0] * upper[1] * upper_c / (m1 * m2 * mc))
sigma_upper = orbit_conductivity(upper, THREE, weak)
two_band = []
for temp in (300.0, 500.0):
    boltz = dos_ratio * np.exp(-offset * e / (kB * temp))
    share = boltz / (1 + boltz)
    r_two = hall_factor((1 - share) * sigma_weak + share * sigma_upper, weak)
    hall_sum = (1 - share) / (m1 * m2) + share / (upper[0] * upper[1])
    drift_sum = ((1 - share) * inverse_mass_mean
                 + share * (1 / upper[0] + 1 / upper[1]) / 2)
    assert abs(r_two - hall_sum / drift_sum**2) < 1e-6
    two_band.append((temp, share, r_two))
permittivity, built_in = 10.0, 3.0                   # rough; volts
depletion = np.sqrt(2 * permittivity * const.epsilon_0 * built_in
                    / (e * density))

print(f"in-plane masses m1, m2: {m1:.2f}, {m2:.2f} m0")
print(f"c-axis mass (rough): {mc:.2f} m0")
print(f"mass ratio m1/m2: {m1/m2:.3f}")
print(f"mean inverse mass a: {inverse_mass_mean:.4f} 1/m0")
print(f"1/(m1 m2): {1/(m1*m2):.4f} 1/m0^2")
print(f"Hall factor r0, formula: {r0:.5f}")
print(f"Hall factor, orbit integration: {r_orbit:.5f}")
print(f"Hall factor, one valley: {r_single:.5f}")
print(f"Hall factor, Fermi level 5 kT in band: {r_degenerate:.5f}")
print(f"Hall factor at u = 1: {field_factor(1.0):.5f}")
print(f"Hall factor at u = 100: {r_strong:.5f}")
print("--- example ---")
print(f"electron density: {density*1e-6:.2e} cm^-3")
print(f"layer thickness: {thickness*1e6:.1f} um")
print(f"relaxation time: {tau*1e12:.2f} ps")
print(f"magnetic field: {field:.2f} T")
print(f"current: {current*1e6:.0f} uA")
print(f"temperature: {temperature:.0f} K")
print(f"drift mobility: {drift*1e4:.1f} cm2/Vs")
print(f"Hall mobility: {hall_mobility*1e4:.1f} cm2/Vs")
print(f"zero-field conductivity: {sigma_zero*1e-2:.3f} S/cm")
print(f"Hall voltage magnitude: {v_solved*1e3:.3f} mV")
print(f"Hall voltage if r were 1: {v_unit*1e3:.3f} mV")
print(f"density inferred with r = 1: {n_apparent*1e-6:.3e} cm^-3")
print(f"density overestimate: {100*(n_apparent/density-1):.1f} %")
print("--- neglected effects ---")
print(f"acoustic-phonon multiplier 3pi/8: {acoustic:.4f}")
print(f"total factor, acoustic phonons: {r_acoustic:.4f}")
print(f"impurity multiplier 315pi/512: {impurity:.4f}")
print(f"total factor, ionized impurities: {r_impurity:.4f}")
print(f"factor for tau1/tau2 = 0.8: {r_aniso[0]:.4f}")
print(f"factor for tau1/tau2 = 1.2: {r_aniso[1]:.4f}")
print(f"u at example field: {u:.4f}")
print(f"finite-field change of r: {100*(r_field/r0-1):.4f} %")
print(f"effective density of states: {n_c*1e-6:.2e} cm^-3")
print(f"density / density of states: {density/n_c:.2e}")
print(f"Landau spacing: {landau/e*1e3:.3f} meV")
print(f"thermal energy: {kB*temperature/e*1e3:.2f} meV")
print(f"upper-band masses (rough): {upper[0]}, {upper[1]}, {upper_c} m0")
print(f"upper-band offset (rough): {offset:.2f} eV")
for temp, share, r_two in two_band:
    print(f"upper-band share at {temp:.0f} K: {100*share:.2f} %")
    print(f"two-band Hall factor at {temp:.0f} K: {r_two:.4f}")
print(f"relative permittivity (rough): {permittivity:.0f}")
print(f"junction built-in voltage (rough): {built_in:.0f} V")
print(f"depletion width: {depletion*1e6:.3f} um")
print(f"depleted part of layer: {100*depletion/thickness:.1f} %")
print("success")
```

Printed output:

```
in-plane masses m1, m2: 0.58, 0.31 m0
c-axis mass (rough): 0.33 m0
mass ratio m1/m2: 1.871
mean inverse mass a: 2.4750 1/m0
1/(m1 m2): 5.5617 1/m0^2
Hall factor r0, formula: 0.90797
Hall factor, orbit integration: 0.90797
Hall factor, one valley: 1.00000
Hall factor, Fermi level 5 kT in band: 0.90797
Hall factor at u = 1: 0.95176
Hall factor at u = 100: 0.99999
--- example ---
electron density: 1.00e+16 cm^-3
layer thickness: 10.0 um
relaxation time: 0.20 ps
magnetic field: 0.50 T
current: 100 uA
temperature: 300 K
drift mobility: 870.6 cm2/Vs
Hall mobility: 790.5 cm2/Vs
zero-field conductivity: 1.395 S/cm
Hall voltage magnitude: 2.834 mV
Hall voltage if r were 1: 3.121 mV
density inferred with r = 1: 1.101e+16 cm^-3
density overestimate: 10.1 %
--- neglected effects ---
acoustic-phonon multiplier 3pi/8: 1.1781
total factor, acoustic phonons: 1.0697
impurity multiplier 315pi/512: 1.9328
total factor, ionized impurities: 1.7549
factor for tau1/tau2 = 0.8: 0.8392
factor for tau1/tau2 = 1.2: 0.9523
u at example field: 0.0415
finite-field change of r: 0.0158 %
effective density of states: 1.83e+19 cm^-3
density / density of states: 5.45e-04
Landau spacing: 0.137 meV
thermal energy: 25.85 meV
upper-band masses (rough): 0.78, 0.16, 0.71 m0
upper-band offset (rough): 0.12 eV
upper-band share at 300 K: 1.16 %
two-band Hall factor at 300 K: 0.9016
upper-band share at 500 K: 7.01 %
two-band Hall factor at 500 K: 0.8711
relative permittivity (rough): 10
junction built-in voltage (rough): 3 V
depletion width: 0.576 um
depleted part of layer: 5.8 %
success
```
